A current-free reservoir at the cathode: stress and nucleation time

**Problem**

A straight metal line occupies x > 0. Electrons enter it at the cathode junction, x = 0, and push atoms towards +x. Atoms leave the cathode region, tension builds up there, and a void is taken to nucleate when the tension reaches a critical value σc. Two cathodes are compared:

- Blocked: no atom can cross x = 0.
- Reservoir: the same metal continues into x < 0 with the same cross-section and diffusivity, but carries no current. The current enters at x = 0.

Both line and reservoir are long, and the stress is zero at t = 0.

(a) Derive the equation for the tension σ(x,t) in the line and in the reservoir.

(b) Find how the junction stresses compare at equal times, and how the nucleation times compare.

(c) Evaluate both times for an aluminium line at 500 K and 1 MA/cm², with σc = 300 MPa.

(d) Decide how long "early" lasts.

**Hints**

1. An atom feels two forces: the electron wind and the gradient of its chemical potential. Tension lowers the chemical potential.
2. The wind force is a step function of x. Ask what its derivative does in the conservation law.
3. Before solving anything, find the slope of the stress on each side of the junction. Symmetry supplies one relation and continuity of the atom flux the other.
4. Compare those slopes with the slope at a blocked end. The equation is linear.

**Solution**

*The stress equation.* Let Ω be the atomic volume, D the effective atomic diffusivity over the cross-section, ρ the resistivity, j the current density and Z the effective charge number. Z and j are magnitudes, and the direction of the wind is put in by hand. The wind force on an atom is Zeρj, towards +x.

Adding an atom to metal under tension σ releases the work Ωσ, so the chemical potential is μ = μ₀ − Ωσ. The force from its gradient is −∂μ/∂x = +Ω ∂σ/∂x, which pulls atoms towards higher tension. With 1/Ω atoms per volume and the Einstein mobility D/(kT), the atom flux is

J = (D/(ΩkT)) (Ω ∂σ/∂x + Zeρj).

Let N be the number of atoms per volume of the confined line. Conservation gives ∂N/∂t = −∂J/∂x. Losing atoms raises the tension, dσ = −BΩ dN, where B is the effective elastic modulus of the line in its surroundings. Together,

∂σ/∂t = BΩ ∂J/∂x.

Inserting J and collecting the constants,

∂σ/∂t = ∂/∂x [κ(∂σ/∂x + G)], κ = DBΩ/(kT), G = Zeρj/Ω.

Here κ is a diffusivity for stress and G is a stress gradient. In the reservoir j = 0, so G is absent. Both κ and G are taken as independent of stress.

*The slopes at the junction.* At a blocked end J = 0, so

∂σ/∂x = −G at x = 0⁺ (blocked).

With a reservoir, the stress and the atom flux are continuous at x = 0. Since J = κ(∂σ/∂x + G)/(BΩ) in the line and J = κ(∂σ/∂x)/(BΩ) in the reservoir,

σ′(0⁻) = σ′(0⁺) + G,

where the prime means ∂/∂x. The slope falls by G on crossing the junction. The same fact can be written as a source: the step in G has a delta function as its derivative, and for all x

∂σ/∂t = κ ∂²σ/∂x² + κG δ(x).

This equation and the initial condition are unchanged by x → −x, so σ is even in x and σ′(0⁻) = −σ′(0⁺). Substituting this into the flux condition gives −σ′(0⁺) = σ′(0⁺) + G, hence

σ′(0⁺) = −G/2 (reservoir).

*The comparison.* Take the reservoir solution on x > 0 and double it. The result obeys the diffusion equation, because that equation is linear. It is zero at t = 0, it vanishes far from the junction, and its slope at x = 0⁺ is −G. These are the conditions that define the blocked problem, so

σ_blocked(x,t) = 2 σ_reservoir(x,t) for x > 0.

The reservoir halves the stress wherever the cathode's influence has spread in the line, not just at the junction. At the distant anode of a finite line, the early compression is the same for both cathodes.

The flux shows why. Just inside the line J is proportional to ∂σ/∂x + G = G/2, which is half of the free-drift value G. The reservoir therefore delivers half of the atoms that the wind carries away far down the line. The total deficit of atoms is the same for both cathodes: integrating the stress equation over the metal leaves the far-line term κG, so

∫σ dx = κGt

in both cases. The integral runs over the region around the cathode, far from the anode. With a blocked end the deficit lies on one side of the junction; with a reservoir it is shared equally by two.

*The time dependence.* A unit amount released at x = 0 spreads in a time τ into the heat kernel exp(−x²/(4κτ))/√(4πκτ). The source κG acts from time 0 to t, so

σ_reservoir(x,t) = κG ∫₀ᵗ exp(−x²/(4κτ))/√(4πκτ) dτ.

At x = 0 the exponential is 1 and ∫₀ᵗ τ^(−1/2) dτ = 2√t. Therefore

σ_reservoir(0,t) = κG · 2√t/(2√(πκ)) = G√(κt/π),

σ_blocked(0,t) = 2G√(κt/π).

For other x, put u = |x|/(2√(κτ)) and z = |x|/(2√(κt)). Then τ = x²/(4κu²), so that |dτ| = x² du/(2κu³), and 1/√(4πκτ) = u/(√π|x|). The integral becomes

σ_reservoir = (G|x|/(2√π)) ∫_z^∞ u⁻² exp(−u²) du.

Integration by parts gives

∫_z^∞ u⁻² exp(−u²) du = exp(−z²)/z − √π erfc(z).

With |x| = 2z√(κt),

σ_reservoir(x,t) = G√(κt) ierfc(z), ierfc(z) = exp(−z²)/√π − z erfc(z).

Since the derivative of ierfc(z) is −erfc(z), which is negative, the tension is largest at the junction. The same holds on the line side of a blocked end. Both cathodes therefore reach σc first at the same place.

*The nucleation times.* Setting each junction stress equal to σc and squaring,

t_blocked = πσc²/(4κG²),

t_reservoir = πσc²/(κG²) = 4 t_blocked.

The factor 4 is the square of the factor 2 in stress, because the stress grows as √t. If both structures start with the same uniform tension σ₀ < σc, the current has to add only σc − σ₀. This difference replaces σc in both times, and their ratio remains 4.

*Numbers.* The following are rough typical values for an accelerated test of an aluminium line ended by a tungsten plug, which aluminium atoms do not cross: Z = 4, ρ = 5 µΩ cm, Ω = 0.0166 nm³ and B = 50 GPa. The diffusivity is D = D₀ exp(−E/(kT)), with D₀ = 10⁻⁴ cm²/s and E = 0.80 eV, which gives D = 8.64 × 10⁻¹³ cm²/s at 500 K.

The wind force is 4 × 1.602 × 10⁻¹⁹ C × 5 × 10⁻⁸ Ω m × 10¹⁰ A/m² = 3.20 × 10⁻¹⁶ N. Dividing by Ω gives

G = 19.3 MPa/µm.

The factor BΩ/(kT) is 120, so κ = 120 D, or

κ = 37.4 µm²/h.

The blocked line then nucleates a void after

t_blocked = π × 300²/(4 × 37.4 × 19.3²) h ≈ 5.1 h.

At that moment the junction with a reservoir is at 150 MPa. It reaches 300 MPa after

t_reservoir ≈ 20.3 h.

The diffusion length √(κt) is 13.8 µm at the first time and 27.5 µm at the second. For a line of 300 µm and a reservoir of 150 µm, both lengths exceed five diffusion lengths throughout, so the long-structure formulas apply.

*When the halving ends.* Let the line have length L and the reservoir length R, with both outer ends blocked. In the steady state no atoms move. The stress is then a constant σ_s in the reservoir and falls as σ_s − Gx in the line. No atoms have left the structure, so the integrated stress is still zero:

σ_s R + σ_s L − GL²/2 = 0,

σ_s = GL²/(2(L + R)).

Without a reservoir the final value is GL/2, so the ratio of final stresses is L/(L + R). This equals one half when R = L, but not in general. For L = 300 µm and R = 150 µm the ratio is 2/3, and σ_s is about 1930 MPa. That is far above σc, so the void forms long before the steady state, which the metal would not reach intact. "Early" thus lasts, as far as the halving of the stress at equal times goes, while √(κt) is below about half of the shorter of L and R. Up to that point the junction stress is halved to well within 1%; when √(κt) equals the shorter length, the ratio can be off by up to about 14%. The √t law and the factor 4 in time need a longer line. The compression spreading from the anode lowers both junction stresses by nearly the same fraction, which preserves the halving but slows the growth. With a long reservoir, at √(κt) = L/2 the junction stress is 18% below G√(κt/π), and a void nucleating then comes 5.9 times later than at a blocked end. At √(κt) = L/4 the factor is 4.03. The factor 4 thus holds to about 1% while √(κt_reservoir) is below both L/4 and R/2, as it is in the example.

**Variation 1: a reservoir of finite length**

*The reservoir ends at x = −R, where atoms are blocked. The line is still long. How long must the reservoir be?*

At x = −R there is no wind, so the blocked end requires ∂σ/∂x = 0. An equal source at the mirror position x = −2R supplies this by symmetry. It lies at distance 2R from the junction, where its argument is z = 2R/(2√(κt)) = R/√(κt). Adding the two contributions,

σ(0,t) = G√(κt) [1/√π + ierfc(R/√(κt))].

For R = 0 the bracket is 2/√π, which is the blocked result. For R much greater than √(κt) the second term vanishes, which is the long-reservoir result.

Setting σ(0,t) = σc and solving numerically for t, with the example's values, gives these nucleation times relative to the blocked end:

- R = 5 µm: 1.61
- R = 10 µm: 2.16
- R = 20 µm: 3.04
- R = 40 µm: 3.87
- R = 150 µm: 4.00

A reservoir of 40 µm, about 1.5 diffusion lengths at its own nucleation time, comes within about 3% of the full factor. Further length then gains little. The length needed scales with σc/G, so at fixed σc a smaller current density calls for a longer reservoir.

**Variation 2: an unequal reservoir**

*The reservoir is long, but has cross-section A_r and stress diffusivity κ_r, against A and κ in the line. The modulus B is the same. What replaces the factor 4?*

The blocked solution shows that a half-line whose end slope has constant magnitude g reaches the end stress 2g√(κt/π). Let the slope be −g on the line side and +g_r on the reservoir side. Equal stress at the junction requires

g√κ = g_r√κ_r.

Equal numbers of atoms crossing per unit time require

A_r κ_r g_r = Aκ(G − g).

Inserting g_r = g√(κ/κ_r) and dividing by Aκ gives rg = G − g, where

r = (A_r/A)√(κ_r/κ).

Hence g = G/(1 + r), and

σ(0,t) = 2G√(κt/π)/(1 + r), t_nucleation = (1 + r)² t_blocked.

Equal metal has r = 1 and gives 4. A reservoir with twice the cross-section and half the diffusivity has r = 2/√2 = 1.41, and the factor is 5.83. Cross-section enters more strongly than diffusivity: area adds storage and supply in proportion, whereas diffusivity acts through the depth √(κ_r t) that is drained. The one-dimensional treatment requires widths small compared with the diffusion length.

**The model and real lines**

The factor 4 needs a long reservoir; for a metal extension of only 5 µm beyond the plug the model gives a factor of 1.6. The example also strains the assumption of constant diffusivity. If D grows as exp(Ωσ/(kT)), it doubles at 300 MPa, since Ωσc/(kT) = 0.72. A finite-volume solution of the stress equation with this D gives 4.5 h for the blocked end and 19.4 h with the reservoir, a ratio of 4.3. With constant diffusivity, an initial tension of 100 MPa changes the times more, to 2.3 h and 9.0 h, but leaves the ratio at 4. If the current heats the line by 5 K and leaves the reservoir at 500 K, κ in the line rises by 19%. With G held fixed, Variation 2 then gives a factor of 3.7 relative to an equally heated blocked line. Spreading the entry of current evenly over a plug of width w = 0.5 µm, centred on x = 0, spreads the source in the same way. Near a point source the stress falls as G|x|/2, and the mean of |x| over the plug is w/4, so the peak stress, at the plug's centre, is lowered by only about Gw/8 = 1.2 MPa. At 378 K, with the same j and σc and with ρ taken proportional to T, the two times become roughly 0.3 and 1.2 years for zero initial tension. This keeps Z fixed. Z tends to rise as ρ falls, and if the product Zρ is instead held at its 500 K value, the times are about 0.2 and 0.7 years. A confined line cooled from its processing temperature usually carries more tension at 378 K than at 500 K, which shortens both times. These are times to nucleation; failure by a void also requires the void to grow. The reservoir does not relieve the anode: if that end is blocked, the constant-diffusivity example puts it under 600 MPa of compression by 20.3 h, so a real line may extrude metal there first. A real void may also start at a weak interface away from the junction, and then the two cathodes need not share one σc or one site.
